# Local fields and the random-phase macroscopic permittivity of crystals

An external potential that varies slowly across a crystal induces charge that varies within each cell. The potential of this charge has short-wavelength components, called local fields. The problem is to find how they change the static macroscopic permittivity in the random-phase approximation.

Hartree atomic units are used. Potentials are potential energies of an electron, and a potential of crystal wave vector $\mathbf q\neq0$ is written $V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$. Each component of the induced density $\delta n$ produces a Hartree potential with the factor $v_{\mathbf G}=4\pi/|\mathbf q+\mathbf G|^2$. In the random-phase approximation the electrons respond as independent particles to the total potential:

$$V^{\rm tot}=V^{\rm ext}+v\,\delta n,\qquad \delta n=\chi^0V^{\rm tot}.$$

## (a) The sign of the response

**Derive the static $\chi^0$ and show that the matrix $\tilde\varepsilon=1-v^{1/2}\chi^0v^{1/2}$ has no eigenvalue below 1.**

Let $\rho_0$ be the unperturbed one-electron density matrix, with occupations $f$ between 0 and 1 that do not increase with energy. For a static perturbation $W=V^{\rm tot}$, stationarity to first order requires $[H_0,\delta\rho]+[W,\rho_0]=0$. Between $m=(m,\mathbf k+\mathbf q)$ and $n=(n,\mathbf k)$ this reads

$$(E_m-E_n)\,\delta\rho_{mn}+(f_n-f_m)W_{mn}=0,
\qquad
\delta\rho_{mn}=\frac{f_n-f_m}{E_n-E_m}W_{mn}.$$

Define $M_{nm}(\mathbf G)=\langle n\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|m,\mathbf k+\mathbf q\rangle$. Then $W_{mn}=\sum_{\mathbf G'}M_{nm}(\mathbf G')^*V_{\mathbf G'}$. The density component is $\delta n_{\mathbf G}=(2/N_k\Omega)\sum\delta\rho_{mn}M_{nm}(\mathbf G)$, with 2 for spin, $\Omega$ the cell volume and $N_k$ the number of cells. Hence

$$\chi^0_{\mathbf G\mathbf G'}=\frac{2}{N_k\Omega}\sum_{\mathbf k,n,m}\frac{f_n-f_m}{E_n-E_m}\,M_{nm}(\mathbf G)M_{nm}(\mathbf G')^*.$$

The fraction is never positive, because the state of higher energy is not the more occupied one. At equal energies stationarity does not fix $\delta\rho_{mn}$; for thermal occupations $f(E)$ the fraction is then replaced by its limit $df/dE\le0$. For any vector $z$, therefore, $z^\dagger\chi^0z$ is a sum of squared moduli with non-positive weights. Setting $z=v^{1/2}y$ gives

$$y^\dagger\tilde\varepsilon y=y^\dagger y-z^\dagger\chi^0z\ \ge\ y^\dagger y. \tag{1}$$

The matrix $\tilde\varepsilon$ is Hermitian, so its eigenvalues are at least 1.

The unsymmetrized matrix $\varepsilon=1-v\chi^0$, for which $V^{\rm ext}=\varepsilon V^{\rm tot}$, is in general not Hermitian. The two are related by $\tilde\varepsilon=v^{-1/2}\varepsilon v^{1/2}$. Since $v$ is diagonal, this leaves every diagonal element unchanged, both of the matrix and of its inverse. The head $h=\varepsilon_{\mathbf 0\mathbf 0}$ and the element $[\varepsilon^{-1}]_{\mathbf 0\mathbf 0}$ can thus be taken from $\tilde\varepsilon$.

## (b) Eliminating the local fields

**The external potential has only the component $\mathbf G=0$, and $\varepsilon_M=V^{\rm ext}_{\mathbf 0}/V^{\rm tot}_{\mathbf 0}$. Compare $\varepsilon_M$ with $h$, and find when they are equal.**

From $V^{\rm tot}=\varepsilon^{-1}V^{\rm ext}$ one has $\varepsilon_M=1/[\varepsilon^{-1}]_{\mathbf 0\mathbf 0}$. Put $x=v^{-1/2}V^{\rm tot}$. Its components are proportional to $|\mathbf q+\mathbf G|V^{\rm tot}_{\mathbf G}$, which are electric-field amplitudes. Separate $\mathbf G=0$ from the rest:

$$\tilde\varepsilon=\begin{pmatrix}h&w^\dagger\\ w&B\end{pmatrix},\qquad x=\begin{pmatrix}x_0\\x'\end{pmatrix}.$$

Here $w$ is the wing and $B$ the body. With $b=v_{\mathbf 0}^{-1/2}V^{\rm ext}_{\mathbf 0}$, the equation $\tilde\varepsilon x=v^{-1/2}V^{\rm ext}$ becomes

$$hx_0+w^\dagger x'=b,\qquad wx_0+Bx'=0.$$

Applying (1) to vectors with $y_0=0$ shows $B\ge1$, so $B$ can be inverted. The second equation gives the local fields, $x'=-B^{-1}w\,x_0$. Inserting them in the first gives $b=(h-w^\dagger B^{-1}w)x_0$. Since $\varepsilon_M=b/x_0$,

$$\boxed{\ \varepsilon_M=h-w^\dagger B^{-1}w\ \le\ h\ } \tag{2}$$

because $B^{-1}$ is positive definite. Equality holds if and only if $w=0$, that is, if a total potential with only the component $\mathbf G=0$ induces no short-wavelength charge. If the local fields are suppressed by hand, $x'=0$, the first equation returns $b/x_0=h$. The difference between $h$ and $\varepsilon_M$ is therefore the effect of the local fields.

The eigenvalues of $B^{-1}$ bound the reduction:

$$\frac{|w|^2}{\lambda_{\max}(B)}\le h-\varepsilon_M\le\frac{|w|^2}{\lambda_{\min}(B)}\le|w|^2. \tag{3}$$

## (c) A minimum principle

**Show that $\varepsilon_M$ is the minimum of $y^\dagger\tilde\varepsilon y$ over vectors with $y_0=1$. Deduce a lower limit for $\varepsilon_M$ and the effect of enlarging the set of $\mathbf G$ vectors.**

For $y=(1,y')$, completing the square gives

$$\begin{aligned}
y^\dagger\tilde\varepsilon y&=h+w^\dagger y'+y'^\dagger w+y'^\dagger By'\\
&=\varepsilon_M+(y'+B^{-1}w)^\dagger B\,(y'+B^{-1}w).
\end{aligned}$$

The last term is non-negative and vanishes at $y'=-B^{-1}w$, which is the true local field for unit mean field. At this point (1) gives

$$\varepsilon_M\ge1+|B^{-1}w|^2\ge1.$$

The quadratic form has an energetic meaning. The part $y^\dagger y$ is proportional to the energy of the electric field. The part $-z^\dagger\chi^0z$ is proportional to the energy needed to deform the independent-electron system: second-order perturbation theory gives a total change $\tfrac12V\chi^0V$, of which the coupling to the potential is $V\chi^0V$, leaving $-\tfrac12V\chi^0V$ as internal energy. For thermal occupations at fixed temperature these are changes of free energy, not of $\langle H_0\rangle$ alone. At fixed mean field, the microscopic field arranges itself to minimize the sum. The head is the value for the unrelaxed trial field $y'=0$.

Adding $\mathbf G$ vectors at fixed $\chi^0$ enlarges the set of trial fields. The minimum can then fall or stay the same, but it cannot rise, so a truncated matrix gives an upper bound on $\varepsilon_M$.

## (d) The limit of long waves

**For an insulator with a gap, a local crystal potential and time-reversal symmetry, show that the inequality survives $\mathbf q\to0$.**

Let $v$ and $c$ label filled and empty bands. Both orders, $(n,m)=(v,c)$ and $(c,v)$, occur in $\chi^0$. Time reversal gives $\psi^*_{c\mathbf k}=\psi_{c,-\mathbf k}$ up to a phase, so the element from $c\mathbf k$ to $v,\mathbf k+\mathbf q$ equals, again up to a phase, the element from $v,-\mathbf k-\mathbf q$ to $c,-\mathbf k$. The two orders thus contribute equally after the sum over $\mathbf k$. With $\Delta=E_{c,\mathbf k+\mathbf q}-E_{v\mathbf k}$ and $t_{\mathbf G}=v_{\mathbf G}^{1/2}M_{vc}(\mathbf G)$,

$$\tilde\varepsilon_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}+\frac{4}{N_k\Omega}\sum_{\mathbf k,v,c}\frac{t_{\mathbf G}t_{\mathbf G'}^*}{\Delta}. \tag{4}$$

The factor $v_{\mathbf 0}^{1/2}=\sqrt{4\pi}/q$ diverges, but its matrix element vanishes in proportion to $q$. The cell-periodic functions $u$ are eigenfunctions of $H_{\mathbf k}=(\mathbf p+\mathbf k)^2/2+V_{\rm cr}$, where $V_{\rm cr}$ is the crystal potential. The first-order change of $H_{\mathbf k}$ is $\mathbf q\cdot(\mathbf p+\mathbf k)$, so the admixture of $u_v$ in $u_{c,\mathbf k+\mathbf q}$ gives

$$\langle u_{v\mathbf k}|u_{c,\mathbf k+\mathbf q}\rangle\to\frac{\mathbf q\cdot\mathbf p_{vc}}{E_c-E_v},\qquad
t_{\mathbf 0}\to\sqrt{4\pi}\,\frac{\hat{\mathbf q}\cdot\mathbf p_{vc}}{\Delta},$$

where $\mathbf p_{vc}=\langle v\mathbf k|\mathbf p|c\mathbf k\rangle$. Head and wing remain finite:

$$h=1+\frac{16\pi}{N_k\Omega}\sum_{\mathbf k,v,c}\frac{|\hat{\mathbf q}\cdot\mathbf p_{vc}|^2}{\Delta^3},\qquad w=\sum_i\hat q_i s_i.$$

The vectors $s_i$ and the body do not depend on the direction $\hat{\mathbf q}$. Both $h$ and $w^\dagger B^{-1}w$ are then quadratic forms in $\hat{\mathbf q}$. The reduction is the non-negative form $\sum_{ij}\hat q_i\hat q_j\,{\rm Re}(s_i^\dagger B^{-1}s_j)$, so the inequality holds between the two permittivity tensors. In a metal, (2) holds at finite $\mathbf q$, but the head has no finite static limit as $\mathbf q\to0$.

## (e) An array of wires

**Parallel wires, each occupying an area of 10 bohr², have period 6 bohr along $x$. Electrons move along $x$ in $V_{\rm cr}=-V_1\cos gx+V_2\sin2gx$, with $g=2\pi/(6\text{ bohr})$, $V_1=0.6$ and $V_2=0.2$ hartree. The lowest band is full. Find the size of the reduction along $x$.**

The potential is taken as the total one of the unperturbed system. Charge is averaged over the transverse plane, so the Coulomb factor is $4\pi/(q+G)^2$ and transverse local fields are left out. Suppose the full potential is $V_{\rm cr}(x)$ plus a transverse confining term strong enough to keep the lowest band separated from all others. The part of $\chi^0$ with no transverse $\mathbf G$ is then the one used here. By part (c), adding the transverse local fields can only lower $\varepsilon_M$ or leave it unchanged, so the value found here is an upper bound for such wires. For a potential that does not separate in this way, $\chi^0$ itself changes and the argument gives no bound. The cell volume is $\Omega=6\times10=60$ bohr³.

Diagonalizing the Bloch Hamiltonian in plane waves and evaluating (4) for $q\to0$, with 64 $k$ points and 17 $G$ vectors, gives

$$h=2.001,\qquad w^\dagger B^{-1}w=0.407,\qquad \varepsilon_M=2.001-0.407=1.594.$$

In this averaged model, local fields remove $0.407/1.001$, or 41%, of the head's excess over 1.

The wing has $|w|^2=0.759$, and the eigenvalues of $B$ run from 1.000 to 1.870. The bounds (3) are therefore $0.759/1.870=0.406$ and 0.759. The reduction lies just above the lower bound. In the eigenbasis of $B$ it is $\sum_i|w_i|^2/\lambda_i$, so this closeness means that nearly all the weight of $w$ lies on eigenvectors with $\lambda_i$ near the maximum.

With 1, 3, 5 and 9 $G$ vectors, $\varepsilon_M$ is 2.001, 1.606, 1.594 and 1.594. The first pair, $G=\pm g$, lowers it by 0.395, which is 97% of the full reduction.

The role of the local fields can also be seen without a dielectric matrix. Take a ring of four periods, add a weak potential of wave number $q=g/4$, and iterate the Hartree equations to self-consistency on a real-space grid. The ratio of external to total amplitude at $q$ is 1.564 when every component of the induced potential acts on the electrons. It is 1.950 when the components at $\pm q$ alone are allowed to act. These are the values of $\varepsilon_M$ and $h$ that (4) gives at this $q$ with the corresponding four $k$ points.

## (f) Finite frequency

**How far does the inequality extend to real frequencies $\omega$?**

At frequency $\omega$ the denominator $E_n-E_m$ in $\chi^0$ becomes $E_n-E_m+\omega$. The two orders of each pair then contribute

$$-\frac1{\Delta-\omega}-\frac1{\Delta+\omega}=-\frac{2\Delta}{\Delta^2-\omega^2},$$

in place of $-2/\Delta$. Below the lowest transition energy every weight keeps its sign, so the inequalities and the minimum principle of parts (a) to (c) still hold. The reading of the quadratic form as an energy is restricted to the static case. For the wires at $q\to0$ this energy is 0.568 hartree. At 0.9 of it, $h=4.57$ and $\varepsilon_M=2.19$.

Above the edge at least one weight has changed sign and the proof fails. A single transition shows what can happen. Let $\tilde\varepsilon=1+c\,tt^\dagger$, with $c=C/(\Delta^2-\omega^2)$ and $C>0$, and let $t'$ be the part of $t$ with $\mathbf G\ne0$. Then $h=1+c|t_0|^2$, $w=c\,t't_0^*$ and $B=1+c\,t't'^\dagger$. Since $B^{-1}t'=t'/(1+c|t'|^2)$,

$$\varepsilon_M=1+c|t_0|^2-\frac{c^2|t_0|^2|t'|^2}{1+c|t'|^2}
=1+\frac{C|t_0|^2}{\Delta^2+C|t'|^2-\omega^2}.$$

Local fields raise the squared resonance frequency by $C|t'|^2$. Between the old and new resonances, $h<1$ while $\varepsilon_M>1$, so the order is reversed.

The wires have many transitions, and they too show a reversal. With $\omega$ replaced by $\omega+0.05i$ hartree, the real parts at $\omega=0.77$ hartree are $-0.66$ for the head and $2.24$ for $\varepsilon_M$.

## (g) The Clausius–Mossotti enhancement

**In a cubic lattice of polarizable atoms, the field of the neighbours raises the permittivity above $1+4\pi n\alpha$. Reconcile this with (2).**

Let each site, with density $n=1/\Omega$, carry a rigid dipole cloud of spherical shape $f(\mathbf r)$, $\int f=1$. Its dipole is $\alpha_0$ times the total field averaged over $f$. In terms of the electrostatic potential $\phi$, the dipole at the origin is $p_j=-\alpha_0\sum_{\mathbf G'}i(\mathbf q+\mathbf G')_jf_{\mathbf G'}\phi_{\mathbf G'}$. The charge density is $-i(\mathbf q+\mathbf G)\cdot\mathbf p\,nf_{\mathbf G}$. Charge and $\phi$ both differ in sign from $\delta n$ and $V$, so

$$\chi^0_{\mathbf G\mathbf G'}=-n\alpha_0(\mathbf q+\mathbf G)\cdot(\mathbf q+\mathbf G')f_{\mathbf G}f_{\mathbf G'}.$$

This is non-positive, as (2) requires. For $\mathbf q\to0$, with $a=4\pi n\alpha_0$,

$$\tilde\varepsilon=1+a\sum_ju_ju_j^\dagger,\qquad u_j(\mathbf 0)=\hat q_j,\quad u_j(\mathbf G)=\hat G_jf_{\mathbf G},\qquad h=1+a.$$

Set $x_0=1$ and $c_j=u_j^\dagger x$. The rows with $\mathbf G\neq0$ give $x'=-a\sum_kc_ku_k'$, hence $c_j=\hat q_j-a\sum_k(u_j'^\dagger u_k')c_k$. Cubic symmetry makes $u_j'^\dagger u_k'=\delta_{jk}\,\tfrac13\sum_{\mathbf G\ne0}f_{\mathbf G}^2$. The row $\mathbf G=0$ then yields

$$\varepsilon_M=1+a\sum_j\hat q_jc_j=1+\frac{4\pi n\alpha_0}{1+\alpha_0L},\qquad L=\frac{4\pi n}{3}\sum_{\mathbf G\neq0}f_{\mathbf G}^2\ge0. \tag{5}$$

By Poisson summation, $n\sum_{\mathbf G}f_{\mathbf G}^2=\sum_{\mathbf R}\int f(\mathbf r)f(\mathbf r-\mathbf R)\,d^3r$. If clouds on different sites do not overlap, the term $\mathbf R=0$ alone remains. Removing $\mathbf G=0$ gives

$$L=U-\frac{4\pi n}{3},\qquad U=\frac{4\pi}{3}\int f^2\,d^3r.$$

Here $-U\mathbf p$ is the cloud's own field averaged over itself: a polarization $\mathbf pf$ has the longitudinal field $-4\pi\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf p)f_{\mathbf k}$, and the angular average supplies the factor $1/3$. In a field of outside origin, $p=\alpha_0(E-Up)$, so the atomic polarizability is $\alpha=\alpha_0/(1+\alpha_0U)$. Dividing numerator and denominator of (5) by $1+\alpha_0U$ gives

$$\varepsilon_M=1+\frac{4\pi n\alpha}{1-4\pi n\alpha/3},$$

the Clausius–Mossotti result. The neighbours raise $\varepsilon_M$ relative to $1+4\pi n\alpha$, which already contains each atom's self-screening. The head contains $\alpha_0$, which does not. Since $L\ge0$, self-screening outweighs the enhancement.

Take a simple cubic lattice of constant 10 bohr, $\alpha_0=40$ bohr³, and Gaussian clouds with $f_{\mathbf G}=e^{-G^2s^2/2}$, $s=1.2$ bohr, so narrow that the overlap between sites is negligible. Then $U=1/(6\sqrt\pi s^3)=0.0544$ bohr⁻³ and $4\pi n/3=0.0042$ bohr⁻³. The atomic polarizability is $\alpha=40/(1+40\times0.0544)=12.6$ bohr³, and

$$1+4\pi n\alpha=1.158\ <\ \varepsilon_M=1+\frac{0.158}{1-0.053}=1.167\ <\ h=1.503.$$

## (h) Beyond the random-phase approximation

**Does the comparison with the random-phase head survive an exchange–correlation kernel $f_{xc}$?**

Electrons now respond to $V^{\rm tot}+f_{xc}\delta n$, so $\delta n=PV^{\rm tot}$ with $P^{-1}=(\chi^0)^{-1}-f_{xc}$ on the space where $\chi^0$ is invertible. If $-P$ remains positive, (2) holds for the matrix built from $P$, with that matrix's own head. For an attractive kernel, $f_{xc}\le0$, one has $-P^{-1}\le-(\chi^0)^{-1}$. As long as $-P$ stays positive, this gives $-P\ge-\chi^0$ and raises the new head to at least the random-phase one. A strong enough attractive kernel makes $-P$ lose positivity, as the local-density kernel does in the uniform electron gas at long wavelength for $r_s$ above about 5 bohr; the argument then no longer applies. The new $\varepsilon_M$ is then no longer bounded by the random-phase head through this argument.

All numerical values are calculated from the stated model.
